# Optical matrix elements with nonlocal potentials and a scissors shift

**Q:** I am computing the absorption of an insulator from a one-electron Hamiltonian with a nonlocal pseudopotential. Light couples through $\mathbf A\cdot\mathbf p/m$, so I take the elements $\langle c|p|v\rangle$ between filled and empty states. The gap is too small, so I then move all empty bands up by a constant. The orbitals stay the same, so I leave the matrix elements alone. Is anything wrong with that?

**A:** Both steps fail, for the same reason. The coupling $\mathbf A\cdot\mathbf p/m$ is a result for Hamiltonians whose potential is local. Yours is not local, and the shift adds another nonlocal term. Let us derive the coupling without assuming a form for $H$.

I use atomic units, one dimension, electron charge $-1$, and a field uniform in space, which is the long-wavelength limit. The factor $1/c$ is absorbed in $A$, so the field is $F=-\dot A$. The electron has the potential energy $+Fx$, and

$$i\dot\psi=(H+Fx)\psi .$$

Define $\psi'=e^{-iAx}\psi$. The time derivative acts on the phase and on $\psi$:

$$i\dot\psi'=\dot A x\,\psi'+e^{-iAx}(H+Fx)\psi=\left[e^{-iAx}He^{iAx}+(\dot A+F)x\right]\psi' .$$

The last bracket vanishes because $F=-\dot A$. To first order in $A$,

$$e^{-iAx}He^{iAx}=H-iAxH+iAHx+\dots=H+A\,v+\dots,\qquad v=i[H,x].$$

The operator beside $A$ is therefore $i[H,x]$. By Heisenberg's equation it is also $dx/dt$, the velocity.

**Q:** But $i[H,x]$ is $p$. That is the first commutator anyone computes.

**A:** Compute it term by term. Since $[p,x]=-i$,

$$i\left[\tfrac12p^2,x\right]=\tfrac i2\left(p[p,x]+[p,x]p\right)=\tfrac i2(-2ip)=p .$$

A local potential multiplies by a function of $x$, commutes with $x$, and adds nothing. A nonlocal potential acts through a kernel, $(V_{\rm nl}f)(x)=\int V(x,x')f(x')\,dx'$. In $V_{\rm nl}x$ the factor is $x'$, inside the integral; in $xV_{\rm nl}$ it is $x$, outside. Hence

$$\left(i[V_{\rm nl},x]f\right)(x)=i\int V(x,x')(x'-x)f(x')\,dx',\qquad v=p+i[V_{\rm nl},x].$$

The kernel carries amplitude from $x'$ to $x$, and this displacement contributes to the motion of the electron. If the kernel is $V(x)\,\delta(x-x')$, the local case, the factor $x'-x$ removes the correction.

**Q:** The full many-electron Hamiltonian has only Coulomb interactions, which are local. Then $p$ must be the true operator, and the correction an artefact.

**A:** For the full nonrelativistic Hamiltonian you are right: the interactions depend on positions, so $i[H,\sum_jx_j]=\sum_jp_j$. That statement belongs with the eigenstates of the full Hamiltonian. You use eigenstates of an effective one-electron $H$, and for those the operator tied to the dipole $x$ is $i[H,x]$ with that same $H$. Whether $x$ between pseudo-orbitals is itself a good dipole near the nuclei is a separate approximation, which the commutator does not repair.

**Q:** In a crystal $x$ is not periodic. Does the commutator still make sense?

**A:** Yes, because it contains the difference $x'-x$, and the kernel is unchanged when both arguments move by a period. Write a Bloch state as $e^{ikx}u(x)$ and define $H(k)=e^{-ikx}He^{ikx}$, which acts on the periodic part $u$. Then

$$\frac{\partial H(k)}{\partial k}=-ixH(k)+iH(k)x=i[H(k),x]=e^{-ikx}\,v\,e^{ikx}.$$

The velocity is the $k$ derivative of the whole $H(k)$, nonlocal part included. Now differentiate $H(k)u_v=E_vu_v$:

$$\frac{\partial H}{\partial k}u_v+H\,\partial_ku_v=E_v'u_v+E_v\,\partial_ku_v .$$

Projecting on $u_v$ cancels the two terms with $\partial_ku_v$ and gives $v_{vv}=E_v'$, the band slope. Projecting on an empty state $u_c$ at the same $k$ removes the $E_v'$ term by orthogonality:

$$v_{cv}=-(E_c-E_v)\langle u_c|\partial_ku_v\rangle=i(E_c-E_v)\,r_{cv},\qquad r_{cv}=i\langle u_c|\partial_ku_v\rangle .$$

Here $r_{cv}$ is the interband dipole. With $p$ in place of $v$, both relations lose the contribution of $\partial V_{\rm nl}/\partial k$.

**Q:** How large is that contribution? Show me a case where I can follow the numbers.

**A:** Take a one-dimensional model crystal with period $a=4$ Å and two electrons per cell, so that the lowest band is full. The parameters are round numbers, not those of a material. The local potential is $-2V_1\cos(2\pi x/a)$ with $V_1=1.5$ eV. The nonlocal part is $D\sum_R|\beta_R\rangle\langle\beta_R|$ with $D=-3$ eV, where $\beta_R$ is a normalized Gaussian $\propto e^{-(x-R)^2/2s^2}$ with $s=0.8$ Å.

For plane waves normalized on a length $L=Na$, $\langle q|\beta_R\rangle=L^{-1/2}e^{-iqR}b(q)$, where

$$b(q)=(4\pi s^2)^{1/4}e^{-s^2q^2/2}$$

is the Fourier transform of the Gaussian. For $q=k+G$ and $q'=k+G'$ the sum over $R$ gives $N$, and $N/L=1/a$. So

$$\langle q|V_{\rm nl}|q'\rangle=\frac Da\,b(q)b(q').$$

Since $b'(q)=-s^2q\,b(q)$, the derivative with respect to $k$, which enters both $q$ and $q'$, is

$$\langle q|\partial_kV_{\rm nl}|q'\rangle=-\frac{Ds^2}{a}(q+q')\,b(q)b(q').$$

At the zone boundary keep the two waves $q=\pm\kappa$, $\kappa=\pi/a$. The filled state is the even combination and the empty one the odd combination, each with amplitudes of size $1/\sqrt2$. With $\sigma,\sigma'=\pm1$ labelling the waves, $\sigma$ being the sign in the odd state,

$$p_{cv}=\tfrac12\sum_\sigma\sigma(\sigma\kappa)=\kappa,$$

$$(\partial_kV_{\rm nl})_{cv}=-\frac{Ds^2b^2\kappa}{2a}\sum_{\sigma\sigma'}\sigma(\sigma+\sigma')=-\frac{2Ds^2b^2\kappa}{a},$$

because $\sum_{\sigma\sigma'}(1+\sigma\sigma')=4$. Here $b$ means $b(\kappa)$.

The gap follows in the same way. The local potential puts the even state at $-V_1$ and the odd one at $+V_1$, relative to the kinetic energy. The projector is even, so it moves only the even state, by $2Db^2/a$. Therefore

$$E_c-E_v=2V_1+E_{\rm nl},\qquad E_{\rm nl}=-\frac{2Db^2}{a},\qquad \frac{v_{cv}}{p_{cv}}=1+s^2E_{\rm nl}.$$

In eV and Å the last term is divided by $\hbar^2/m=7.62$ eV Å$^2$. With $b^2=1.91$ Å,

$$E_{\rm nl}=\frac{2(3)(1.91)}{4}=2.87\ {\rm eV},\qquad \frac{v_{cv}}{p_{cv}}=1+\frac{0.64\times2.87}{7.62}=1.24 .$$

**Q:** That is a two-wave estimate. What does the full calculation give?

**A:** With thirteen plane waves the transition energy is 5.93 eV, against $3+2.87=5.87$ eV from two waves. In the form $\hbar v$, the elements are

$$|p_{cv}|=6.08\ {\rm eV\,Å},\qquad |v_{cv}|=7.61\ {\rm eV\,Å},$$

the second being 0.529 atomic units. Their ratio is 1.25. Line strengths go as the square, so the correct strength is 1.57 times the one from $p$.

The dipole decides between them. Obtained from the change of the filled-state projector with $k$, it is 1.28 Å. The velocity gives $7.61/5.93=1.28$ Å, while $p$ gives $6.08/5.93=1.03$ Å. When $D$ is set to zero, $p$ passes the same test at the three $k$ points tried, so the discrepancy does come from the nonlocal term.

The estimate also shows two limits. If $s\to0$ with $Ds$ fixed, $E_{\rm nl}$ stays finite but $s^2E_{\rm nl}$ vanishes: the kernel has shrunk to a point and acts as a local potential. If $D$ is weakly repulsive, $E_{\rm nl}$ is negative and $p$ overestimates the strength. The sign of the error is thus not universal.

**Q:** Fine, I will use $v$. Now the shift. I add $\Delta$ to every empty band and touch no orbital. Surely a matrix element between unchanged orbitals is unchanged?

**A:** That holds for a fixed operator such as $x$. The velocity is not fixed; it is built from $H$. Adding $\Delta$ to the empty bands means

$$H_s=H+\Delta P_c,$$

where $P_c$ projects on the empty states. A projector on a set of extended orbitals has a kernel with $x'\ne x$, so $H_s$ is nonlocal even if $H$ was local. Its velocity is $v_s(k)=\partial_kH+\Delta\,\partial_kP_c$.

Let $P_v=1-P_c$ project on the filled states. Between an empty and a filled state,

$$\langle u_c|\partial_kP_c|u_v\rangle=-\langle u_c|\partial_kP_v|u_v\rangle=-\langle u_c|\partial_ku_v\rangle=i\,r_{cv}.$$

In the middle step, $\partial_k$ acting on the kets of $P_v=\sum_{v'}|u_{v'}\rangle\langle u_{v'}|$ leaves the term $v'=v$; acting on the bras it leaves $\langle u_c|u_{v'}\rangle=0$. Adding the old part,

$$(v_s)_{cv}=i(E_c-E_v)r_{cv}+i\Delta\,r_{cv}=\frac{E_c-E_v+\Delta}{E_c-E_v}\,v_{cv}.$$

The dipole is unchanged, as your intuition demands. The velocity is the dipole times the transition frequency, and the frequency has changed.

**Q:** So I multiply all velocity elements by the ratio of the new gap to the old one?

**A:** No, on two counts. First, the factor applies between filled and empty states. Within either group nothing changes. To see this, differentiate $P^2=P$, which holds for $P_c$ and for $P_v$:

$$P'P+PP'=P'.$$

Multiply by $P$ on both sides and use $P^2=P$. The left side becomes $2PP'P$ and the right side $PP'P$, so $PP'P=0$. Since $P_c'=-P_v'$, the added velocity has no elements within the empty or within the filled space. In particular the diagonal elements stay, as they must: a constant shift does not alter a band slope.

Second, the ratio contains the vertical energy of each pair at each $k$, not the fundamental gap. In the model with $\Delta=2$ eV, the zone boundary gives

$$\frac{5.93+2}{5.93}=1.34,$$

and halfway to the boundary, where the transition energy is 8.19 eV,

$$\frac{8.19+2}{8.19}=1.24 .$$

Numerical differentiation of $H_s(k)$ gives the same two factors. Using the zone-boundary factor at the second point (1.3375 against 1.2442, before rounding) would make the element 7.5% too large and the strength about 16% too large. For transitions with $E_c-E_v\gg\Delta$ the factor tends to 1.

**Q:** What if my shift depends on band and $k$, as a quasiparticle correction would?

**A:** The relation $v_{cv}=i(E_c-E_v)r_{cv}$ was derived for any $H(k)$ with eigenstates $u$. If the corrected Hamiltonian keeps the orbitals, put its energies in, and the factor is the ratio of corrected to uncorrected transition energy. Then elements between two empty bands can change too, if their separation changes, and the slopes follow the new bands. If the orbitals change, $r_{cv}$ in general changes too, and the ratio of energies alone no longer gives the new elements. I also assume an insulator, so that the filled set varies smoothly with $k$.

**Q:** How does this appear in the spectrum?

**A:** Let $A(t)=A_0\cos\omega t$. The golden rule gives the transition rate

$$R=\frac{\pi}{2}A_0^2\sum_{cv}|v_{cv}|^2\delta(\omega-E_{cv}),\qquad E_{cv}=E_c-E_v .$$

The absorbed power is $\omega R$. In a volume $\Omega$ it is also $\tfrac12\sigma_1F_0^2\Omega$, where $\sigma_1$ is the real part of the conductivity and $F_0=\omega A_0$. So $\sigma_1=2R/(\omega A_0^2\Omega)$, and with $\varepsilon_2=4\pi\sigma_1/\omega$,

$$\varepsilon_2(\omega)=\frac{4\pi^2}{\Omega\,\omega^2}\sum_{cv}|v_{cv}|^2\delta(\omega-E_{cv})=\frac{4\pi^2}{\Omega}\sum_{cv}|r_{cv}|^2\delta(\omega-E_{cv}),$$

with the sum running over $k$ and spin as well. The second form shows that the scissors operator moves the independent-particle spectrum rigidly by $\Delta$, without changing its height. If you shift the energies but keep the old $v_{cv}$, the factor $1/\omega^2$ is taken at the new energy and each line is multiplied by

$$\left(\frac{E_{cv}}{E_{cv}+\Delta}\right)^2,$$

which is $(5.93/7.93)^2=0.56$ at the zone boundary. Your original recipe, unscaled $p$, keeps $0.56/1.57=0.36$ of the correct strength there.

**Q:** All of this rests on identities for $v$. Is there a quantity that I could compute without choosing between $v$ and $p$?

**A:** The static polarizability, from total energies. A uniform field adds $Fx$, and second-order perturbation theory lowers the energy per electron by $F^2\sum_c|r_{cv}|^2/E_{cv}$. Setting this equal to $\tfrac12\alpha F^2$ gives $2\sum_c|r_{cv}|^2/E_{cv}$ per electron. With two electrons per cell and an average over $k$,

$$\alpha=4\left\langle\sum_c\frac{|r_{cv}|^2}{E_{cv}}\right\rangle_k=4\left\langle\sum_c\frac{|v_{cv}|^2}{E_{cv}^3}\right\rangle_k .$$

For the independent calculation, close the crystal into a ring and add the scalar potential $W\cos Qx$, with one wavelength around the ring. No velocity or momentum element enters the response. The local field has amplitude $WQ$ and mean square $W^2Q^2/2$, so the energy change per cell is

$$\delta E=-\tfrac12\alpha\,\frac{W^2Q^2}{2},\qquad \alpha=-\frac{4\,\delta E}{W^2Q^2}.$$

Rings of 30 and 60 cells are diagonalized and extrapolated to $Q\to0$. In units of $e^2$ Å$^2$/eV per cell:

| Method | $\Delta=0$ | $\Delta=2$ eV |
|---|---|---|
| Ring energies | 0.391 | 0.302 |
| Sum with $v$, scaled for the shift | 0.391 | 0.302 |
| Sum with unscaled $v$ | 0.391 | 0.180 |
| Sum with unscaled $p$ | 0.239 | 0.109 |

Relative to the ring, $p$ is 39% too low without the shift. With the shift, unscaled $v$ is 40% too low and unscaled $p$ 64% too low. These are independent-particle polarizabilities, with $V_{\rm nl}$ and $P_c$ held fixed as the field is applied. Local-field corrections, electron–hole attraction and a self-consistent change of the potential are left out.

**Q:** I have one objection left. The oscillator strengths should add up to one per electron. Does your velocity respect that?

**A:** It respects the sum rule of its own Hamiltonian, which is a different number. Differentiate $E_v'=\langle u_v|\partial_kH|u_v\rangle$ once more:

$$E_v''=\langle u_v|\partial_k^2H|u_v\rangle+2\,{\rm Re}\,\langle u_v|\partial_kH|\partial_ku_v\rangle .$$

Expand $\partial_ku_v$ in the eigenstates; with one filled band these are the $u_c$ and $u_v$ itself. The component on $u_v$ is imaginary, by normalization, and multiplies the real number $E_v'$, so it drops out of the real part. The others are $\langle u_c|\partial_ku_v\rangle=-v_{cv}/E_{cv}$. Thus

$$E_v''=\langle u_v|\partial_k^2H|u_v\rangle-2\sum_c\frac{|v_{cv}|^2}{E_{cv}} .$$

The average of $E_v''$ over the zone is zero because $E_v'$ is periodic. Therefore

$$\left\langle2\sum_c\frac{|v_{cv}|^2}{E_{cv}}\right\rangle_k=\left\langle\langle u_v|\partial_k^2H|u_v\rangle\right\rangle_k .$$

For a local potential $\partial_k^2H=1$, and the sum is one. In the model the nonlocal term makes the right side 1.31, and the sum with $v$ is 1.31. The sum with $p$ is 0.77, so going back to $p$ does not restore the value one. With the scissors operator both sides are 1.66. The increase is expected: each strength $2|r_{cv}|^2E_{cv}$ keeps its dipole and gains energy.

**Q:** Then a sum of 1.66 is nothing to worry about?

**A:** It is no sign of a wrong velocity, but it does say something about the Hamiltonian. The full many-electron problem, with its local interactions, has a total of one per electron. If a local $H$ starts from that value, a positive scissors shift raises it. The scaled velocity is the consistent one for $H_s$; it does not make $H_s$ a good model at all energies.

The rule also has a practical use. The expansion in $A$ continues as

$$H(k+A)=H+A\,\partial_kH+\tfrac12A^2\,\partial_k^2H+\dots$$

A constant uniform $A$ means no electric field, and a filled band must not respond to it. The sum rule is this cancellation between the second-order effect of $\partial_kH$ and the first-order effect of the $A^2$ term. If you use $p$ with the local value 1 in the $A^2$ term, a remainder $1-0.77=0.23$ per electron survives in the model. If you use $v$ but forget to change the $A^2$ term, the remainder is $1-1.31=-0.31$. Both terms have to come from the same $H(k)$. The numerical output lists these sums with the other values.

## Calculated quantities

```
period a = 4.0 angstrom; V1 = 1.5 eV
projector strength D = -3.0 eV; width s = 0.8 angstrom
scissors shift Delta = 2.0 eV
hbar^2/m = 7.6200 eV angstrom^2
zone boundary k = pi/a = 0.7854 1/angstrom
smallest direct gap on mesh = 5.9256 eV
  found at |k|/(pi/a) = 1.000
Zone-boundary transition, band 1 to band 2:
  transition energy = 5.9256 eV
  |p element| (hbar p/m) = 6.0772 eV angstrom
  |v element| (hbar v) = 7.6113 eV angstrom
  |v element| = 0.5286 atomic units
  |dipole| from projector derivative = 1.2845 angstrom
  |p element|/energy = 1.0256 angstrom
  line strength ratio |v|^2/|p|^2 = 1.5686
  shifted energy = 7.9256 eV
  scissors ratio, measured = 1.3375
  |scissored v element| = 10.1802 eV angstrom
  strength kept if v unscaled = 0.5590
Halfway to the zone boundary:
  transition energy = 8.1915 eV
  scissors ratio, measured = 1.2442
  band 2 slope dE/dk = -7.8966 eV angstrom
  band 2 <v> = -7.8966 eV angstrom
  band 2 <p> = -7.3364 eV angstrom
Static polarizability per cell, e^2 angstrom^2/eV:
  ring total energies = 0.3908
  sum with v = 0.3908
  sum with p = 0.2388
Same with scissors shift, e^2 angstrom^2/eV:
  ring total energies = 0.3015
  sum with scaled v = 0.3015
  sum with unscaled v = 0.1802
  sum with p = 0.1092
Oscillator sum per electron (dimensionless):
  local potential only, with p = 1.0000
  nonlocal, with v = 1.3078
  nonlocal, from second k derivative = 1.3078
  nonlocal, with p = 0.7673
  scissors, with scaled v = 1.6642
  scissors, from second k derivative = 1.6642
```
